# Steady copper dishing under height-dependent pad pressure, part 1

(Sections cited here and not found follow in the second part.)

## First half: equal recession, load sharing and dishing

A wafer surface carries a large array of parallel copper lines set in a dielectric. It is pressed against a polishing pad with mean pressure \(P_0\), and pad and wafer slide past each other at speed \(V\). The barrier layer has already been cleared, so the pad meets copper and dielectric side by side. Copper fills a fraction \(\phi\) of the area, with \(0<\phi<1\), and dielectric fills the rest. The sidewalls of the lines are vertical, so \(\phi\) stays fixed as the surface recedes.

Each material is represented by one mean height, \(z_m\) for copper and \(z_d\) for dielectric, measured upward from a fixed plane inside the wafer. The pad lies above. Dishing is defined as

\[
D=z_d-z_m ,
\]

so it is positive when the copper is recessed and negative when the copper protrudes.

Both materials obey Preston's law, in which the removal rate is proportional to local pressure and to speed:

\[
R_m=K_mVP_m,\qquad R_d=K_dVP_d .
\]

Here \(P_m\) and \(P_d\) are the pressures on copper and dielectric. The Preston coefficients \(K_m\) and \(K_d\) are positive constants that contain the chemistry of the slurry. Their ratio \(S=K_m/K_d\) is the selectivity. Removal of copper without mechanical pressure is left out until part (h).

The worked example uses round model parameters: \(P_0=20\) kPa, \(V=1\) m/s, \(\phi=0.6\), and blanket removal rates at \(P_0\) of 120 nm/min for copper and 40 nm/min for dielectric. A blanket rate is the rate on an unpatterned film, where the local pressure equals \(P_0\). Dividing by 20 kPa gives \(K_mV=6\) nm/min/kPa and \(K_dV=2\) nm/min/kPa, hence \(S=3\).

### (a) What condition must the pressures satisfy when the dishing is steady?

**Solution.** A removal rate is positive when material is lost, while the heights are measured upward. Therefore

\[
\frac{dz_m}{dt}=-R_m,\qquad \frac{dz_d}{dt}=-R_d .
\]

Differentiating the definition of \(D\) gives

\[
\frac{dD}{dt}=\frac{dz_d}{dt}-\frac{dz_m}{dt}=-R_d+R_m=R_m-R_d .
\]

The sign is as it should be: copper that is removed faster than dielectric deepens the recess.

Steady dishing means \(dD/dt=0\), so the two recession rates are equal. Inserting Preston's law and cancelling the common factor \(V\),

\[
K_mP_m=K_dP_d\qquad\Longrightarrow\qquad P_d=SP_m .
\]

The word "steady" refers to the height difference alone. Both surfaces continue to move down, at a common rate that part (b) will supply. The condition also shows why a pad that pressed equally on both materials could not give a steady state unless \(S=1\). With \(P_m=P_d=P_0\) the dishing would grow at the constant rate \((K_m-K_d)VP_0\), which is \(120-40=80\) nm/min in the example. A steady state with \(S>1\) needs a pad that presses less on the lower surface.

### (b) Find the steady pressures and the common recession rate without specifying the pad.

**Solution.** Consider an area \(A\) that contains many lines. The pad exerts the force \(P_m\phi A\) on the copper and \(P_d(1-\phi)A\) on the dielectric. If the array is wide enough for its mean load to remain \(P_0\), these forces add up to \(P_0A\). Dividing by \(A\),

\[
\phi P_m+(1-\phi)P_d=P_0 .
\]

This is a condition on the size of the array. Near its edge, or in a small array, the pad can pass load to the neighbouring region, and the local mean pressure then differs from \(P_0\).

Substituting \(P_d=SP_m\) from part (a),

\[
\left[\phi+(1-\phi)S\right]P_m=P_0 .
\]

With the abbreviation

\[
Q=\phi+(1-\phi)S ,
\]

the steady pressures are

\[
P_m=\frac{P_0}{Q},\qquad P_d=\frac{SP_0}{Q}.
\]

Both are positive, because \(S>0\) and \(0<\phi<1\). For the example, \(Q=0.6+0.4\times3=1.8\), so

\[
P_m=\frac{20}{1.8}=11.11\ \text{kPa},\qquad
P_d=\frac{3\times20}{1.8}=33.33\ \text{kPa}.
\]

The load balance is satisfied: \(0.6\times11.11+0.4\times33.33=20.0\) kPa.

The common recession rate \(R\) follows most directly by asking what pressure each material needs in order to recede at that rate. Preston's law gives \(P_m=R/(K_mV)\) and \(P_d=R/(K_dV)\). Inserting these in the load balance,

\[
\phi\frac{R}{K_mV}+(1-\phi)\frac{R}{K_dV}=P_0 .
\]

Division by \(RP_0\) yields

\[
\frac1R=\frac{\phi}{K_mVP_0}+\frac{1-\phi}{K_dVP_0}
=\frac{\phi}{R_{m0}}+\frac{1-\phi}{R_{d0}},
\]

where \(R_{m0}=K_mVP_0\) and \(R_{d0}=K_dVP_0\) are the blanket rates. The patterned surface therefore recedes at the area-weighted harmonic mean of the blanket rates. In the example the copper gives \(R=6\times11.11=66.7\) nm/min, and the dielectric gives the same value, \(2\times33.33=66.7\) nm/min.

A flat surface behaves differently. Both materials then feel \(P_0\), and the area-averaged removal rate is the arithmetic mean, \(0.6\times120+0.4\times40=88\) nm/min. Removal slows on the way to the steady state because load moves from the material that polishes easily to the one that polishes slowly.

No property of the pad has entered these results beyond its ability to supply the two pressures. Equal recession and load balance are two equations for two pressures, and they fix both. The pad decides how large a height difference is needed to produce those pressures.

### (c) Let the pad pressure depend on height. Find the steady dishing, first for a general pad and then for a linear one.

**Solution.** Let \(g\) be the height at which the face of the pad would lie if it were not compressed. A wafer surface at height \(z\) then compresses the pad by \(u=z-g\). For the two materials,

\[
u_m=z_m-g,\qquad u_d=z_d-g,\qquad u_d-u_m=z_d-z_m=D .
\]

The unknown level \(g\) cancels in the difference. The pad is assumed to respond locally, so that the pressure at a point is a function \(f(u)\) of the compression at that point, and to settle much faster than material is removed. The function \(f\) increases with \(u\) wherever there is contact, so it can be inverted there:

\[
D_{ss}=f^{-1}(P_d)-f^{-1}(P_m)
=f^{-1}\!\left(\frac{SP_0}{Q}\right)-f^{-1}\!\left(\frac{P_0}{Q}\right).
\]

This is the steady dishing for any local pad that can supply both pressures.

For a linear pad, \(f(u)=ku\) in contact and \(f=0\) for \(u<0\). The stiffness \(k\) is a pressure per unit length. With \(f^{-1}(P)=P/k\),

\[
D_{ss}=\frac{P_d-P_m}{k}=\frac1k\left(\frac{SP_0}{Q}-\frac{P_0}{Q}\right),
\]

and therefore

\[
\boxed{D_{ss}=\frac{P_0}{k}\,\frac{S-1}{\phi+(1-\phi)S}} .
\]

Multiplying numerator and denominator by \(K_d\) gives the equivalent form

\[
D_{ss}=\frac{P_0}{k}\,\frac{K_m-K_d}{\phi K_d+(1-\phi)K_m}.
\]

The area fraction of copper multiplies the coefficient of the dielectric, and the reverse. This crossing can be traced to the way the load is shared at a given dishing. With both materials in contact, \(P_d-P_m=kD\). Replacing \(P_m\) by \(P_d-kD\) in the load balance gives

\[
\phi(P_d-kD)+(1-\phi)P_d=P_0
\quad\Longrightarrow\quad P_d=P_0+\phi kD ,
\]

and subtracting \(kD\) gives

\[
P_m=P_0-(1-\phi)kD .
\]

The load lost by the copper must be picked up by the dielectric. The more copper there is, the more strongly the pressure on the dielectric responds to dishing.

In the example let \(k=0.5\) kPa/nm. Then \(P_0/k=20/0.5=40\) nm and

\[
D_{ss}=40\times\frac{3-1}{1.8}=44.4\ \text{nm}=0.0444\ \mu\text{m}.
\]

Numerical integration of the two surface heights, with the pad level found from the load balance at every instant, gives the same value to the digits printed in the numerical output.

The speed \(V\) has cancelled. Within this model a faster pad removes more material per minute but leaves the same steady dishing, provided that \(K_m\), \(K_d\) and \(k\) do not themselves change with speed. The line width is absent as well. If a pad reaches less easily into narrow lines, that must be expressed by a value of \(k\) that depends on the width and on the spacing of the lines, and the present model does not predict it. A smooth elastic pad responds locally only when lines and spaces are much wider than the pad is thick. Real pads are of millimetre thickness and real lines are far narrower, so \(k\) is an effective parameter of a given pattern, and 0.5 kPa/nm is a round model value.

### (d) Examine the limits of the linear result. Does the copper stay in contact with the pad?

**Solution.** At \(S=1\) the two materials polish equally fast and \(D_{ss}=0\). To see the trend with selectivity, differentiate at fixed \(\phi\), using \(\partial Q/\partial S=1-\phi\):

\[
\frac{\partial}{\partial S}\frac{S-1}{Q}
=\frac{Q-(S-1)(1-\phi)}{Q^2}
=\frac{\phi+(1-\phi)}{Q^2}=\frac1{Q^2}>0 .
\]

Dishing rises with selectivity, but ever more slowly as \(Q\) grows. For the trend with area fraction, \(\partial Q/\partial\phi=1-S\), so

\[
\frac{\partial}{\partial\phi}\frac{S-1}{Q}
=-\frac{(S-1)(1-S)}{Q^2}=\frac{(S-1)^2}{Q^2}\ge0 .
\]

For \(S>1\) and a fixed \(k\), more copper means deeper dishing. In the example, \(\phi=0.2\) gives \(Q=2.6\) and \(D_{ss}=80/2.6=30.8\) nm, while \(\phi=0.9\) gives \(Q=1.2\) and \(D_{ss}=80/1.2=66.7\) nm. The end points show the reason. As \(\phi\to0\), the dielectric carries \(P_0\) and the copper needs \(P_0/S\), so the pressure difference is \(P_0(1-1/S)\). As \(\phi\to1\), the copper carries \(P_0\) and the dielectric needs \(SP_0\), so the difference is \(P_0(S-1)\), which is \(S\) times larger. This rise of the pressure difference holds for any pad, but the rise of the dishing relies on \(k\) staying fixed. A continuous elastic pad much thicker than the line width spreads the load sideways, and a narrow dielectric ridge indents it only slightly. Its effective stiffness grows with \(\phi\), and at fixed line width the mean dishing then falls as \(\phi\) rises. The trend should not be carried over to real patterns.

The linear pad leaves the copper when \(P_m=P_0-(1-\phi)kD\) falls to zero. This happens at

\[
D_c=\frac{P_0}{(1-\phi)k}=\frac{20}{0.4\times0.5}=100\ \text{nm}.
\]

To compare the steady dishing with this limit, note that \(Q-1=(1-\phi)(S-1)\). Hence

\[
\frac{D_{ss}}{D_c}=\frac{(1-\phi)(S-1)}{Q}=\frac{Q-1}{Q}=1-\frac1Q .
\]

For every finite \(S>1\) we have \(Q>1\), and the ratio lies between zero and one. Contact is kept, and the use of \(f=ku\) on both materials was justified. The example gives \(1-1/1.8=0.444\).

If \(K_d=0\), the dielectric is not removed at all and there is no steady state with a nonzero recession rate. The copper is still removed as long as \(P_m>0\), so dishing grows towards \(D_c\), where the pressure on copper vanishes. The numerical integration gives 100.0 nm in this case. On the linear pad, starting below \(D_c\), a perfectly resistant dielectric thus limits the dishing to \(D_c\) but does not prevent it. The limit exists because this pad loses contact; on the exponential pad of part (g), which keeps some pressure at any depth, the dishing goes on growing as the logarithm of time.

For \(S<1\) the copper protrudes, and the dielectric is the surface that might lose contact. Its steady pressure \(SP_0/Q\) is positive, so the same formula holds. Exchanging the two blanket rates at \(\phi=0.6\) gives \(S=1/3\), \(Q=0.6+0.4/3=0.733\) and

\[
D_{ss}=40\times\frac{1/3-1}{0.733}=-36.4\ \text{nm}.
\]

The magnitude differs from 44.4 nm because the rates were exchanged but the areas were not. If \(\phi\) is also replaced by \(1-\phi\), the dimensionless factor becomes

\[
\frac{1/S-1}{(1-\phi)+\phi/S}=\frac{1-S}{(1-\phi)S+\phi},
\]

which is the original factor with its sign reversed, as a mere exchange of names requires.

## Second half: approach to the steady state, other pads and dissolution

The symbols are those of the first half. Copper has area fraction \(\phi\), Preston coefficient \(K_m\) and local pressure \(P_m\); the dielectric has \(1-\phi\), \(K_d\) and \(P_d\). The selectivity is \(S=K_m/K_d\), the speed is \(V\), and the mean pressure \(P_0\) is fixed. Dishing \(D\) is dielectric height minus copper height. The pad pressure is \(f(u)\), where the compression is \(u\) on the dielectric and \(u-D\) on the copper. The relations needed below are

\[
\frac{dD}{dt}=V(K_mP_m-K_dP_d),\qquad
\phi P_m+(1-\phi)P_d=P_0 ,
\]

and, in the steady state,

\[
P_m=\frac{P_0}{Q},\qquad P_d=\frac{SP_0}{Q},\qquad Q=\phi+(1-\phi)S .
\]

For a linear pad of stiffness \(k\) in full contact,

\[
P_m=P_0-(1-\phi)kD,\qquad P_d=P_0+\phi kD,\qquad
D_{ss}=\frac{P_0}{k}\frac{S-1}{Q}.
\]

Copper loses contact with this pad at \(D_c=P_0/[(1-\phi)k]\). The example has \(P_0=20\) kPa, \(\phi=0.6\), \(k=0.5\) kPa/nm, \(K_mV=6\) and \(K_dV=2\) nm/min/kPa, which give \(S=3\), \(Q=1.8\), \(D_{ss}=44.4\) nm and \(D_c=100\) nm.

### (e) Show that the steady state is unique and that the dishing approaches it from either side.

Equal recession and load balance have fixed the steady pressures and the common recession rate, and the pad law then gives the steady dishing, worked out in full for a linear pad. It remains to show that this steady state is unique and is approached from either side, and to treat the speed of approach, other pad laws and the dissolution of copper.

Numerical values quoted here were computed with a short program.
